# One-centre kinetic energy density without angular differentiation

A calculation with a $\tau$-dependent meta-GGA and the projector augmented-wave (PAW) method needs the kinetic energy density $\tau$ inside each augmentation sphere, and two choices must be made there. One can differentiate the spherical harmonics numerically or through tabulated gradients, or expand $\tau$ in harmonics with radial functions as coefficients. If one expands, one must choose the largest $L$ to keep. Both choices rest on one identity for the product of two angular gradients. It makes angular derivatives unnecessary for $\tau$ and shows where the expansion of $\tau$ ends.

## Conventions and the splitting of the gradient

Hartree atomic units are used. The $Y_{lm}$ are real orthonormal spherical harmonics, and $i$ labels a one-centre function

$$\phi_i(\mathbf r)=R_i(r)\,Y_i(\hat{\mathbf r}),\qquad Y_i\equiv Y_{l_im_i},\tag{1}$$

with real $R_i$. If the partial wave is stored as $u_i=rR_i$, then $R_i'=u_i'/r-u_i/r^2$. For one spin channel, the nonrelativistic, positive-definite kinetic energy density is

$$\tau(\mathbf r)=\tfrac12\sum_{ij}\rho_{ij}\,\nabla\phi_i\cdot\nabla\phi_j .\tag{2}$$

The occupancy matrix $\rho_{ij}$ may be taken real and symmetric. A Hermitian matrix is a real symmetric matrix plus $i$ times a real antisymmetric one, and the latter cancels against $\nabla\phi_i\cdot\nabla\phi_j$, which is symmetric in $i,j$. Equation (2) applies separately to the all-electron and the pseudo partial waves. A frozen-core contribution is added separately.

Let $f(\hat{\mathbf r})$ depend on direction only. Its gradient has no radial component, because $\hat{\mathbf r}\cdot\nabla f=\partial f/\partial r=0$, and it scales as $1/r$. It is therefore useful to define

$$\nabla_\Omega f=r\nabla f,\qquad \Delta_\Omega f=r^2\nabla^2 f,\tag{3}$$

which both depend on direction only. Applied to (1), the product rule gives

$$\nabla\phi_i=\hat{\mathbf r}\,R_i'Y_i+\frac{R_i}{r}\nabla_\Omega Y_i .\tag{4}$$

The two terms are perpendicular, so the cross terms vanish in the scalar product:

$$\nabla\phi_i\cdot\nabla\phi_j=R_i'R_j'\,Y_iY_j+\frac{R_iR_j}{r^2}\,\nabla_\Omega Y_i\cdot\nabla_\Omega Y_j .\tag{5}$$

The first term needs the expansion of a product of harmonics, which is given by the Gaunt coefficients

$$G_{ij}^{LM}=\int Y_iY_jY_{LM}\,d\Omega .\tag{6}$$

The second term needs the expansion of the gradient product.

## The gradient product as a Laplacian

For two functions of direction, the Cartesian product rule reads $\nabla^2(fg)=f\nabla^2g+g\nabla^2f+2\nabla f\cdot\nabla g$. Multiplication by $r^2$ and use of (3) give

$$2\,\nabla_\Omega f\cdot\nabla_\Omega g=\Delta_\Omega(fg)-f\Delta_\Omega g-g\Delta_\Omega f .\tag{7}$$

The last two terms are simple when $f$ and $g$ are harmonics. By definition, $r^lY_{lm}$ is a homogeneous polynomial of degree $l$ that satisfies Laplace's equation. Hence

$$0=\nabla^2(r^lY_{lm})=Y_{lm}\nabla^2r^l+2\nabla r^l\cdot\nabla Y_{lm}+r^l\nabla^2Y_{lm}.\tag{8}$$

The middle term is zero, since $\nabla r^l$ is radial and $\nabla Y_{lm}$ is tangential. The first contains $\nabla^2r^l=r^{-2}(r^2\,l\,r^{l-1})'=l(l+1)r^{l-2}$. Division of (8) by $r^{l-2}$ leaves

$$\Delta_\Omega Y_{lm}=-l(l+1)Y_{lm}.\tag{9}$$

Inserting (9) into (7), with $f=Y_i$ and $g=Y_j$, turns both minus signs into plus signs:

$$2\,\nabla_\Omega Y_i\cdot\nabla_\Omega Y_j=\Delta_\Omega(Y_iY_j)+\left[l_i(l_i+1)+l_j(l_j+1)\right]Y_iY_j .\tag{10}$$

## Projection on one harmonic

To obtain the coefficient of $Y_{LM}$, multiply (10) by $Y_{LM}$ and integrate over directions. The Laplacian can be moved from $Y_iY_j$ onto $Y_{LM}$. To see this, apply Green's theorem to two smooth functions of direction in the shell $a<r<b$:

$$\int_{a<r<b}(f\nabla^2g-g\nabla^2f)\,d^3r=\oint\left(f\,\partial_ng-g\,\partial_nf\right)dS=0 .\tag{11}$$

The surface terms vanish because the normal is radial and neither function depends on $r$. On the left, the $r^2$ of the volume element cancels the $1/r^2$ in $\nabla^2=\Delta_\Omega/r^2$, so the left side is $(b-a)\int(f\Delta_\Omega g-g\Delta_\Omega f)\,d\Omega$. This angular integral is therefore zero. With (9) for $Y_{LM}$,

$$\int Y_{LM}\,\Delta_\Omega(Y_iY_j)\,d\Omega=\int Y_iY_j\,\Delta_\Omega Y_{LM}\,d\Omega=-L(L+1)\,G_{ij}^{LM}.\tag{12}$$

The projection of (10), divided by two, is the required identity:

$$\int Y_{LM}\,\nabla_\Omega Y_i\cdot\nabla_\Omega Y_j\,d\Omega=\Lambda_{ij}^L\,G_{ij}^{LM},\tag{13}$$

$$\Lambda_{ij}^L=\tfrac12\left[l_i(l_i+1)+l_j(l_j+1)-L(L+1)\right].\tag{14}$$

## Where the expansion ends

The function $r^{l_i+l_j}Y_iY_j$ is a homogeneous polynomial of degree $N=l_i+l_j$. The space of such polynomials has dimension $(N+1)(N+2)/2$. It contains the functions $r^NY_{LM}=r^{N-L}\,(r^LY_{LM})$ for $L=N,N-2,\dots$ down to 1 or 0, since $r^{N-L}$ is a polynomial when $N-L$ is even. These functions are linearly independent, because the harmonics are orthogonal, and their number $\sum_L(2L+1)$ equals $(N+1)(N+2)/2$. They form a basis. Thus $Y_iY_j$ contains only harmonics with $L\le l_i+l_j$ and $l_i+l_j+L$ even.

There is also a lower limit. If $l_i>l_j+L$, the same argument applied to $Y_jY_{LM}$ shows that this product has no component on $Y_i$, so $G_{ij}^{LM}=0$. The same holds with $i$ and $j$ exchanged. Altogether,

$$|l_i-l_j|\le L\le l_i+l_j,\qquad l_i+l_j+L\ \text{even}.\tag{15}$$

By (10), the gradient product contains no harmonics beyond those of $Y_iY_j$. Its expansion is finite and holds at every direction:

$$\nabla_\Omega Y_i\cdot\nabla_\Omega Y_j=\sum_{LM}\Lambda_{ij}^L\,G_{ij}^{LM}\,Y_{LM}.\tag{16}$$

## The kinetic energy density and its limits

Equations (2), (5), (6) and (16) give $\tau=\sum_{LM}\tau_{LM}(r)Y_{LM}$ with

$$\tau_{LM}(r)=\tfrac12\sum_{ij}\rho_{ij}\,G_{ij}^{LM}\left[R_i'R_j'+\Lambda_{ij}^L\frac{R_iR_j}{r^2}\right].\tag{17}$$

Only radial derivatives remain. The Gaunt coefficients are those already used for the density, and the extra angular information is the number $\Lambda_{ij}^L$.

For $L=0$, $Y_{00}=1/\sqrt{4\pi}$ and orthonormality require $l_i=l_j=l$ and $m_i=m_j$. Then $\Lambda=l(l+1)$, the factor of the centrifugal energy.

At the upper end, $L=l_i+l_j$, one has $L(L+1)=l_i^2+l_j^2+2l_il_j+l_i+l_j$, so $\Lambda=-l_il_j$. At the lower end, let $l_>$ and $l_<$ be the larger and smaller of the two, with $L=l_>-l_<$. Then $L(L+1)=l_>^2+l_<^2-2l_>l_<+l_>-l_<$, and (14) gives $\Lambda=l_<(l_>+1)$. The factor thus falls from a non-negative to a non-positive value as $L$ grows. A negative component is no fault: positivity is a property of the sum over $L$ at each point, not of single components.

If one function is an $s$ function, (15) leaves only $L$ equal to the other $l$, and $\Lambda=0$, as it must be for a constant harmonic. This also removes an apparent divergence at the nucleus. For $R_i\sim r^{l_i}$, the angular term behaves as $r^{l_i+l_j-2}$, which is finite if both momenta are at least one; the remaining cases have $\Lambda=0$.

Since $\int Y_{LM}\,d\Omega=\sqrt{4\pi}\,\delta_{L0}\delta_{M0}$, the integral of $\tau$ is

$$\int\tau\,d^3r=\sqrt{4\pi}\int r^2\tau_{00}(r)\,dr .\tag{18}$$

## Matrix elements of the potential conjugate to $\tau$

Let $e_{xc}$ be the exchange-correlation energy per volume and $v=\partial e_{xc}/\partial\tau=\sum_{LM}v_{LM}(r)Y_{LM}$. A change of $\rho_{ij}$ changes the energy through $\tau$ by $\int v\,\delta\tau\,d^3r$. With (2), (5), (6) and (13), the corresponding matrix element is

$$\tfrac12\int v\,\nabla\phi_i\cdot\nabla\phi_j\,d^3r=\tfrac12\sum_{LM}G_{ij}^{LM}\int r^2v_{LM}\left[R_i'R_j'+\Lambda_{ij}^L\frac{R_iR_j}{r^2}\right]dr .\tag{19}$$

The form with a differential operator follows from $\nabla\cdot(v\phi_i\nabla\phi_j)=v\nabla\phi_i\cdot\nabla\phi_j+\phi_i\nabla\cdot(v\nabla\phi_j)$:

$$\tfrac12\int v\,\nabla\phi_i\cdot\nabla\phi_j\,d^3r=-\tfrac12\int\phi_i\nabla\cdot(v\nabla\phi_j)\,d^3r+\tfrac12\oint v\,\phi_i\,\partial_r\phi_j\,dS .\tag{20}$$

The surface term vanishes for decaying functions over all space, but in general not on an augmentation sphere. There (19) is the form that matches (2).

The identity does not remove the angular grid altogether. A meta-GGA is a nonlinear function of $\tau$, so $\tau$ is summed at a set of directions, $e_{xc}$ and $v$ are evaluated there, and $v_{LM}$ is obtained by quadrature. What disappears is the differentiation of harmonics in $\tau$ and in (19). The density-gradient terms are a separate matter: with partial waves up to $l_{\max}$ the density reaches $L=2l_{\max}$, so by (15) and (16) the expansion of $|\nabla n|^2$ reaches $L=4l_{\max}$.

## What a truncated sum does

With partial waves up to $l_{\max}$, (15) says that $\tau$ is complete at $L=2l_{\max}$. Suppose the sum is cut at a smaller $L_c\ge0$. The dropped part

$$\delta\tau=\sum_{L>L_c}\sum_M\tau_{LM}Y_{LM}\tag{21}$$

has zero average over each sphere. By (18) the integrated kinetic energy at fixed $\rho_{ij}$ is therefore unchanged, so this integral cannot serve as a check on the cutoff. But unless $\delta\tau$ vanishes on the sphere, it is positive somewhere, and there the truncated value $\tau-\delta\tau$ is too small.

This matters because of a lower bound. Non-negative occupations make $\rho$ positive semidefinite; diagonalizing it gives real orbitals $\varphi_a$ with weights $f_a\ge0$ and density $n=\sum_af_a\varphi_a^2$. The Cauchy–Schwarz inequality then yields

$$|\nabla n|^2=4\Big|\sum_af_a\varphi_a\nabla\varphi_a\Big|^2\le4\Big(\sum_af_a\varphi_a^2\Big)\Big(\sum_af_a|\nabla\varphi_a|^2\Big)=8n\tau .\tag{22}$$

Thus $\tau\ge\tau_W=|\nabla n|^2/(8n)$ wherever $n>0$; $\tau_W$ is the Weizsäcker density. For a single real orbital there is one term in each sum and equality holds. (A complex orbital whose phase varies in space counts as two real ones, its real and imaginary parts, and in general lies above the bound.) Consider the single real orbital. If $n$ is kept in full and a nonzero $\delta\tau$ is dropped, the truncated $\tau$ must then fall below $\tau_W$ in some directions. An indicator proportional to $\tau-\tau_W$ becomes negative there, outside its physical range. With several orbitals there may be enough room above the bound to absorb the error, so a violation is possible but not certain.

## Worked example: a p–d hybrid

Take one electron in the orbital $0.6\,\phi_p+0.8\,\phi_d$, where both functions have $m=0$ about the $z$ axis. The radial functions are $R_l=N_lr^le^{-\zeta_lr}$, normalized, with model exponents $\zeta_p=1.0$ and $\zeta_d=1.5$ bohr$^{-1}$. The occupancies are $\rho_{pp}=0.36$, $\rho_{dd}=0.64$ and $\rho_{pd}=\rho_{dp}=0.48$. At $r=1.5$ bohr,

$$R_p=0.3865,\quad R_d=0.4133\ \text{bohr}^{-3/2};\qquad R_p'=-0.1288,\quad R_d'=-0.0689\ \text{bohr}^{-5/2}.$$

For $L=0$ the coefficient is $G=0.2821$ for both diagonal pairs, with $\Lambda=2$ and $6$. The angular part of (17) is

$$\frac{0.2821}{2(1.5)^2}\left[0.36\cdot2\,(0.3865)^2+0.64\cdot6\,(0.4133)^2\right]=0.0479\ \text{hartree/bohr}^3 .$$

The radial part is $\tfrac12(0.2821)[0.36(0.1288)^2+0.64(0.0689)^2]=0.0013$ in the same unit. For $L=4$ only the $d$–$d$ pair contributes, with $G=0.2418$ and $\Lambda=-4$. Its angular part is $-0.64\cdot4\cdot0.2418\,(0.4133)^2/4.5=-0.0235$. All components, in hartree/bohr$^3$, are:

| $L$ | radial | angular | $\tau_{L0}$ |
|---|---|---|---|
| 0 | 0.0013 | 0.0479 | 0.0491 |
| 1 | 0.0011 | 0.0258 | 0.0269 |
| 2 | 0.0010 | 0.0101 | 0.0111 |
| 3 | 0.0011 | −0.0169 | −0.0158 |
| 4 | 0.0004 | −0.0235 | −0.0231 |

The next table compares the full sum with the sum cut at $L=2$, in the same unit. For this single orbital the full $\tau$ is also $\tau_W$.

| polar angle | full $\tau$ | $L\le2$ |
|---|---|---|
| 0° | 0.00263 | 0.03402 |
| 45° | 0.03494 | 0.02490 |
| 90° | 0.00300 | 0.01034 |
| 135° | 0.01220 | 0.00634 |
| 180° | 0.0000045 | 0.00776 |

At the poles the angular gradient of an $m=0$ function vanishes by axial symmetry, so the full $\tau$ comes from radial derivatives alone. With $Y_{10}=\pm0.4886$ and $Y_{20}=0.6308$ there, the radial derivative of the orbital is $-0.0378-0.0348$ at 0° and $+0.0378-0.0348$ at 180°, in bohr$^{-5/2}$. Half the squares give 0.0026 and, after near cancellation, a few times $10^{-6}$. In the sum over $L$, the small value at 0° arises because the $L=3$ and $L=4$ terms are negative there and cancel most of the lower ones; without them the result is about 13 times the full value. At 180° the odd harmonics change sign, so the $L=3$ term is positive, and the $L=4$ term alone cancels nearly all of the sum of the others. At 45° the truncated value is 0.71 of $\tau_W$, a violation of the bound by 29% of $\tau_W$. The sphere average is 0.01386 hartree/bohr$^3$ with or without the cut.

The total kinetic energy can be checked by hand. For $u=rR_l$, two differentiations give $u''=[l(l+1)/r^2-2\zeta(l+1)/r+\zeta^2]u$. The centrifugal term cancels in the radial kinetic operator:

$$-\tfrac12u''+\frac{l(l+1)}{2r^2}u=\left[\frac{(l+1)\zeta}{r}-\frac{\zeta^2}{2}\right]u .\tag{23}$$

The ratio of the integrals of $r^{2l+1}e^{-2\zeta r}$ and $r^{2l+2}e^{-2\zeta r}$ is $\langle1/r\rangle=\zeta/(l+1)$, so each function has kinetic energy $\zeta^2/2$. There is no $p$–$d$ cross term, since $G^{00}_{pd}=0$. The total is $0.36(0.500)+0.64(1.125)=0.900$ hartree, or 24.49 eV. Equation (18) gives the same value, of which 0.696 hartree comes from the angular term.

The numerical check compares (13) with finite-difference gradients for all $l_i,l_j\le3$; the largest absolute deviation is $7\times10^{-10}$. It also tests (17) for a random occupancy matrix over $s$, $p$ and $d$ functions, and (19) against the operator form in (20) for a nonspherical $v$.

## Numbers as computed

```
Largest deviations, all l,l' <= 3 (dimensionless)
  product rule on the sphere        2.3e-09
  eigenvalue equation               1.4e-09
  Laplacian moved onto Y_LM         1.4e-09
  gradient-product identity         6.6e-10
  pointwise reconstruction          8.6e-10
tau, random occupancies, relative   2.9e-12
tau-potential matrix, hartree       1.4e-09
Gaunt coefficient G, factor Lam, G*Lam, direct integral (m=M=0)
  p p L=0  0.282095    2.0   0.564190   0.564190
  p p L=2  0.252313   -1.0  -0.252313  -0.252313
  p d L=1  0.252313    3.0   0.756940   0.756940
  p d L=3  0.247767   -2.0  -0.495533  -0.495533
  d d L=0  0.282095    6.0   1.692569   1.692569
  d d L=2  0.180224    3.0   0.540671   0.540671
  d d L=4  0.241796   -4.0  -0.967182  -0.967182
Hybrid coefficients p, d: 0.6, 0.8
Exponents p, d: 1.0, 1.5 bohr^-1
Radius: 1.5 bohr
  R_p = 0.386473 bohr^-3/2, R_p' = -0.128824 bohr^-5/2
  R_d = 0.413312 bohr^-3/2, R_d' = -0.068885 bohr^-5/2
tau_L0 in hartree/bohr^3: L, radial part, angular part, sum
  0   0.0012710   0.0478630   0.0491341
  1   0.0010747   0.0257939   0.0268686
  2   0.0010274   0.0101209   0.0111483
  3   0.0010554  -0.0168861  -0.0158307
  4   0.0003672  -0.0234981  -0.0231309
tau in hartree/bohr^3: angle (deg), L sum, direct, Weizsaecker, L<=2
      0  0.0026301  0.0026301  0.0026301  0.0340207
     45  0.0349426  0.0349426  0.0349426  0.0249015
     90  0.0030036  0.0030036  0.0030036  0.0103444
    135  0.0121994  0.0121994  0.0121994  0.0063355
    180  0.0000045  0.0000045  0.0000045  0.0077646
Sphere average of tau, direct: 0.0138605 hartree/bohr^3
Sphere average of tau, L<=2:   0.0138605 hartree/bohr^3
L<=2 value over Weizsaecker value at 45 deg: 0.7126
Kinetic energy, radial part:  0.204000 hartree
Kinetic energy, angular part: 0.696000 hartree
Kinetic energy from tau_00:   0.900000 hartree = 24.4902 eV
Kinetic energy from Laplacian: 0.900000 hartree
```
